# Force Constant of a One-Dimensional Ultrasoft Diatomic by Linear Response

## Problem

Two atoms, A and B, lie on a line at \(R_A<R_B\), with \(d=R_B-R_A\). Atomic units are used and all orbitals are real. Each atom \(I\) carries four Gaussian-model ingredients centred at \(R_I\):

- a local well \(v_I(x)=-w_I\,e^{-(x-R_I)^2/2a^2}\), with \(w_A=3.0\), \(w_B=2.5\) hartree and \(a=1\) bohr;
- a normalized projector \(\beta_I\propto e^{-(x-R_I)^2/2s^2}\), with \(s=0.6\) bohr;
- a bare projector strength \(D^0_I\), equal to 0.3 (A) and 0.2 (B) hartree;
- an augmentation charge \(Q_I\), a Gaussian of width 0.5 bohr with \(\int Q_I\,dx=q_I\), where \(q_A=0.4\) and \(q_B=0.3\).

Two orbitals hold \(f=2\) electrons each. They obey \(\langle\psi_i|S|\psi_j\rangle=\delta_{ij}\) with

\[
S=1+\sum_I q_I|\beta_I\rangle\langle\beta_I| .
\]

The density is \(n(x)=f\sum_i\langle\psi_i|N(x)|\psi_i\rangle\), where

\[
N(x)=|x\rangle\langle x|+\sum_I Q_I(x)\,|\beta_I\rangle\langle\beta_I| .
\]

Since \(\int N\,dx=S\), the density integrates to four electrons. With \(v=v_A+v_B\), the electronic energy is

\[
E=f\sum_i\langle\psi_i|T+\sum_I D^0_I|\beta_I\rangle\langle\beta_I|\,|\psi_i\rangle+\int vn+\tfrac12\iint nKn .
\]

Here \(K(x,x')=0.3\,e^{-(x-x')^2/2}\) is a Hartree-type repulsion; exchange and correlation are left out. The atoms also repel through \(E_{\rm pair}=Pe^{-d/\rho}\), with \(\rho=0.3\) bohr and \(P\) chosen so that the net force vanishes at \(d=2.5\) bohr. These are round model parameters, not those of a real molecule.

Find the force constant \(k\) of the bond by linear response, and compare it with finite differences of the force.

## First estimate by scaling

Let \(g=dE/dd\) be the electronic pull at the given bond length. Zero net force requires \((P/\rho)e^{-d/\rho}=g\), so the pair term has curvature \((P/\rho^2)e^{-d/\rho}=g/\rho\). If the electronic pull decays over a length \(\ell\), then \(d^2E/dd^2=-g/\ell\), and

\[
k=g\left(\frac1\rho-\frac1\ell\right).
\]

To estimate \(g\) and \(\ell\), put two electrons in the ground state of each well, freeze them, and keep their attraction to the other well as the only energy that depends on \(d\). Near its bottom, well \(I\) is harmonic with frequency \(\sqrt{w_I}/a\), and in this harmonic approximation the ground-state density is a Gaussian of variance \(\sigma_I^2=a/(2\sqrt{w_I})\). This gives \(\sigma_A^2=0.289\) and \(\sigma_B^2=0.316\) bohr².

Averaging the well of atom \(J\) over the cloud of atom \(I\) is a convolution of Gaussians, so the variances add. With \(s_I^2=a^2+\sigma_I^2\),

\[
U_I=-u_I,\qquad u_I=\frac{w_J\,a}{s_I}\,e^{-d^2/2s_I^2}.
\]

Two derivatives with respect to \(d\) give

\[
U_I'=\frac{d}{s_I^2}u_I,\qquad U_I''=U_I'\left(\frac1d-\frac d{s_I^2}\right).
\]

For an electron on A, \(u_A=0.195\) hartree, \(U_A'=0.378\) hartree/bohr and \(U_A''=-0.582\) hartree/bohr². For an electron on B the values are 0.243, 0.462 and \(-0.693\). Two electrons on each atom give

\[
g\approx2(0.378+0.462)=1.68,\qquad \frac{d^2E}{dd^2}\approx-2(0.582+0.693)=-2.55,
\]

hence \(\ell\approx1.68/2.55=0.66\) bohr and

\[
k\approx\frac{1.68}{0.3}-2.55\approx3.05\ \text{hartree/bohr}^2 .
\]

## Exact solution within the model

### Orbitals and force

Let \(V=v+\int Kn\). Varying \(\psi_i\) in \(E\) gives \(\delta E=2f\langle\delta\psi_i|H|\psi_i\rangle\), with

\[
H=T+V+\sum_I D_I|\beta_I\rangle\langle\beta_I|,\qquad D_I=D_I^0+\int VQ_I .
\]

The second term of \(D_I\) arises because a change of \(\langle\beta_I|\psi_i\rangle\) changes the augmentation charge in the potential \(V\). The constraints bring in symmetric multipliers \(\Lambda_{ij}\):

\[
H\psi_i=\sum_jS\psi_j\Lambda_{ji},\qquad \Lambda_{ij}=\langle\psi_i|H|\psi_j\rangle .
\]

Equal occupations allow a rotation of the orbitals that makes \(\Lambda\) diagonal at the reference geometry, so there \(H\psi_i=\varepsilon_iS\psi_i\).

Write \(\partial_I=\partial/\partial R_I\) for the explicit dependence on atomic position, at fixed orbitals and fixed \(\int Kn\). Define \(A_I=\partial_IH\) and \(B_I=\partial_IS\). With \(\beta_I'=\partial_I\beta_I\),

\[
B_I=q_I\big(|\beta_I'\rangle\langle\beta_I|+|\beta_I\rangle\langle\beta_I'|\big),
\]

\[
A_I=\int(\partial_Iv_I)N+\Big(\int V\partial_IQ_I\Big)|\beta_I\rangle\langle\beta_I|+D_I\big(|\beta_I'\rangle\langle\beta_I|+|\beta_I\rangle\langle\beta_I'|\big).
\]

The total derivative of \(E\) has an explicit part and a part from the orbitals:

\[
\frac{dE}{dR_I}=f\sum_i\langle\psi_i|A_I|\psi_i\rangle+2f\sum_i\Big\langle\frac{d\psi_i}{dR_I}\Big|H\Big|\psi_i\Big\rangle .
\]

In the second part replace \(H\psi_i\) by \(\sum_jS\psi_j\Lambda_{ji}\). Because \(\Lambda\) is symmetric, only the symmetric part of \(\langle d\psi_i/dR_I|S|\psi_j\rangle\) survives, and the differentiated constraint fixes that part at \(-\tfrac12\langle\psi_i|B_I|\psi_j\rangle\). With matrix elements written \(A^I_{ij}\) and \(B^I_{ij}\),

\[
G_I\equiv\frac{dE}{dR_I}=f\sum_iA^I_{ii}-f\sum_{ij}\Lambda_{ji}B^I_{ij}. \tag{1}
\]

At the reference geometry this is \(f\sum_i\langle\psi_i|A_I-\varepsilon_iB_I|\psi_i\rangle\). The electronic force is \(-G_I\). The term in \(B_I\) is present because the orthonormality condition moves with the atoms.

### First-order orbitals

Displace atom \(J\), and let \(\Delta\) denote the total derivative with respect to \(R_J\). Split the orbital change into a part in the empty space and a part in the occupied space:

\[
\Delta\psi_i=\varphi_i+\sum_j\psi_ju_{ji},\qquad\langle\psi_j|S|\varphi_i\rangle=0 .
\]

The constraint requires \(u_{ij}+u_{ji}=-B^J_{ij}\). The antisymmetric part of \(u\) is a rotation among equally occupied orbitals, which changes neither density nor energy, so it may be set to zero:

\[
\Delta\psi_i=\varphi_i-\tfrac12\sum_j\psi_jB^J_{ji}. \tag{2}
\]

Let \(\Delta V_J=\int K\Delta n_J\) be the induced potential. The total change of the Hamiltonian is \(\Delta H=A_J+\int\Delta V_JN\). Differentiating the orbital equation at diagonal \(\Lambda\) gives

\[
(H-\varepsilon_iS)\Delta\psi_i=-(\Delta H-\varepsilon_iB_J)\psi_i+\sum_jS\psi_j\Delta\Lambda_{ji}.
\]

Now apply \(P_c^\dagger=1-\sum_jS|\psi_j\rangle\langle\psi_j|\). It removes every \(S\psi_j\), and so the last term. It also removes the occupied part of the left side, since \((H-\varepsilon_iS)\psi_j=(\varepsilon_j-\varepsilon_i)S\psi_j\). It leaves \((H-\varepsilon_iS)\varphi_i\) unchanged, because the overlap of that vector with \(\psi_j\) is \((\varepsilon_j-\varepsilon_i)\langle\psi_j|S|\varphi_i\rangle=0\). Therefore

\[
(H-\varepsilon_iS)\varphi_i=-P_c^\dagger(\Delta H-\varepsilon_iB_J)\psi_i. \tag{3}
\]

The operator on the left is singular in the occupied space. Adding \(\alpha\sum_jS|\psi_j\rangle\langle\psi_j|S\), with \(\alpha\) larger than the spread of the occupied levels, removes the singularity without changing \(\varphi_i\), on which the added term gives zero. Expansion in the empty states \(\psi_c\) gives the equivalent form

\[
\varphi_i=\sum_c\psi_c\,\frac{\langle\psi_c|\Delta H-\varepsilon_iB_J|\psi_i\rangle}{\varepsilon_i-\varepsilon_c},
\]

which shows that the method needs a gap. Here the gap is 0.694 hartree.

### Induced density

Differentiate \(n\) and insert (2). With \(N_{ij}(x)=\langle\psi_i|N(x)|\psi_j\rangle\),

\[
\Delta n_J=m_J+2f\sum_i\langle\psi_i|N|\varphi_i\rangle,
\]

\[
m_J=f\sum_i\langle\psi_i|\partial_JN|\psi_i\rangle-f\sum_{ij}B^J_{ij}N_{ji}. \tag{4}
\]

The first term of \(m_J\) is the augmentation charge carried along and reweighted by the moving projector. The second restores orthonormality. Since \(\int\partial_JN=B_J\) and \(\int N_{ji}=\delta_{ji}\), the two terms integrate to \(f\sum_iB^J_{ii}-f\sum_iB^J_{ii}=0\). The \(\varphi_i\) term integrates to zero as well, because \(\langle\psi_i|S|\varphi_i\rangle=0\). Equations (3) and (4) are iterated until \(\Delta V_J\) no longer changes.

### Second derivative

The change of the multipliers is also needed. From (2), \(\langle\psi_i|H|\Delta\psi_j\rangle=\varepsilon_i\langle\psi_i|S|\Delta\psi_j\rangle=-\tfrac12\varepsilon_iB^J_{ij}\), and the mirror term is \(-\tfrac12\varepsilon_jB^J_{ij}\). Hence

\[
\Delta\Lambda_{ij}=A^J_{ij}+\int\Delta V_JN_{ij}-\tfrac12(\varepsilon_i+\varepsilon_j)B^J_{ij}.
\]

Differentiating (1) with respect to \(R_J\) produces four contributions.

(a) The explicit change of the operators:

\[
X_{IJ}=f\sum_i\langle\psi_i|\partial_I\partial_JH-\varepsilon_i\partial_I\partial_JS|\psi_i\rangle .
\]

(b) The induced potential inside \(A_I\), which contains \(\int V\partial_IN\):

\[
f\sum_i\int\Delta V_J\langle\psi_i|\partial_IN|\psi_i\rangle .
\]

(c) The orbitals, with (2) inserted:

\[
2f\sum_i\langle\varphi_i|A_I-\varepsilon_iB_I|\psi_i\rangle-f\sum_{ij}B^J_{ij}\big(A^I_{ji}-\varepsilon_iB^I_{ji}\big).
\]

(d) The multipliers:

\[
-f\sum_{ij}B^I_{ij}\Big[A^J_{ji}+\int\Delta V_JN_{ji}-\tfrac12(\varepsilon_i+\varepsilon_j)B^J_{ji}\Big].
\]

The induced-potential terms of (b) and (d) combine into \(\int\Delta V_Jm_I\), by (4). In the last term of (c), exchanging the names \(i\) and \(j\) lets \(\varepsilon_i\) be replaced by \(\tfrac12(\varepsilon_i+\varepsilon_j)\), which adds to the equal term of (d). The electronic force constants are therefore

\[
\begin{aligned}
C_{IJ}={}&X_{IJ}+2f\sum_i\langle\varphi_i|A_I-\varepsilon_iB_I|\psi_i\rangle+\int\Delta V_Jm_I\\
&-f\sum_{ij}\big[B^J_{ij}A^I_{ji}+B^I_{ij}A^J_{ji}-(\varepsilon_i+\varepsilon_j)B^I_{ij}B^J_{ji}\big].
\end{aligned} \tag{5}
\]

To evaluate \(X_{IJ}\), let \(p_{Ii}=\langle\beta_I|\psi_i\rangle\) and let \(\partial_In\) be the density change at fixed orbitals. The second derivative of \(vn\) supplies the cross terms; the rest needs both derivatives on the same atom:

\[
\begin{aligned}
X_{IJ}={}&\int(\partial_Iv)(\partial_Jn)+\int(\partial_Jv)(\partial_In)\\
&+\delta_{IJ}\Big[\int(\partial_I^2v)n+\int V\partial_I^2n+f\sum_i(D_I^0-\varepsilon_iq_I)\,\partial_I^2p_{Ii}^2\Big].
\end{aligned}
\]

The strength in the last term is the bare \(D_I^0\), since the part of \(D_I\) due to \(V\) is already in \(\int V\partial_I^2n\).

If the interaction energy depended on the density in a more general way, \(K\) in the response would be its second functional derivative. The numbers below concern the quadratic interaction alone.

### Numbers

The occupied levels are \(-1.871\) and \(-1.460\) hartree. Equation (1) gives \(G_B=-G_A=1.4208\) hartree/bohr, and differences of the self-consistent energy reproduce \(G_A\). The parts of (5), in hartree/bohr², are:

| Part | \(C_{AA}\) | \(C_{AB}\) |
|---|---:|---:|
| explicit, \(X\) | 0.6300 | 0.6693 |
| empty-state response | −2.5820 | 1.1540 |
| induced potential, \(\int\Delta V_Jm_I\) | 0.1317 | −0.0438 |
| occupied block | 0.3090 | −0.2681 |
| sum | −1.5114 | 1.5114 |

The two sums are opposite, as they must be: on an infinite line \(E\) depends on \(R_B-R_A\) alone, so \(C_{AA}=-C_{AB}=d^2E/dd^2\). The individual parts do not have this property. Dropping the occupied block leaves \(C_{AA}+C_{AB}=-0.041\) hartree/bohr², and dropping the term \(\int\Delta V_Jm_I\) alone leaves \(-0.088\). Since \(C_{AA}+C_{AB}\) is the change of \(G_A\) when both atoms move together, a rigid shift of the molecule would then appear to change the force on atom A. The third row is not the whole effect of the induced potential, which also enters \(\varphi_i\) through (3). With \(\Delta V_J=0\) everywhere, the empty-state row becomes \(-3.072\) and \(1.399\), so that \(C_{AA}=-2.13\), \(C_{AB}=1.80\) and \(C_{AA}+C_{AB}=-0.33\) hartree/bohr².

### Finite differences of the force

Let \(F(h)=[G_A(R_A+h)-G_A(R_A-h)]/2h\), with the orbitals made self-consistent at each displaced position. A Taylor expansion shows that its leading error is proportional to \(h^2\). The results are

\[
F(0.02)=-1.5111977,\qquad F(0.01)=-1.5113379\ \text{hartree/bohr}^2 .
\]

Their deviations from (5) have the ratio 4.000, as expected for an \(h^2\) error. The combination that cancels this error is

\[
\frac{4F(0.01)-F(0.02)}3=-1.5113846\ \text{hartree/bohr}^2,
\]

against \(-1.5113847\) from linear response. Over all four entries of \(C_{IJ}\) the largest difference is \(3.6\times10^{-9}\) hartree/bohr². The extra digits serve this comparison of two numerical routes and say nothing about the accuracy of the model. The numerical check also compares the induced density and the level shifts with finite differences.

### Bond force constant

The pair term adds \(g/\rho=1.4208/0.3=4.7360\) hartree/bohr² to the curvature along the bond. Therefore

\[
k=4.7360-1.5114=3.2246\ \text{hartree/bohr}^2\approx5.02\times10^3\ \text{N/m}.
\]

The electronic energy alone is concave in \(d\) at this bond length; the short-ranged repulsion makes the equilibrium stable. Without the occupied block, \(C_{AB}\) would be 1.7795 and \(k=4.7360-1.7795=2.96\) hartree/bohr², which is 8% below the correct value; because the sum rule is then broken, \(C_{AA}=-1.8203\) gives a different result, \(k=4.7360-1.8203=2.92\) hartree/bohr², about 10% below the correct value.

For masses \(M_A\) and \(M_B\), the harmonic equations are \(M_A\ddot u_A=-k(u_A-u_B)\) and \(M_B\ddot u_B=-k(u_B-u_A)\). Dividing each by its mass and subtracting gives \(\omega^2=k/\mu\) for \(u_B-u_A\), with \(1/\mu=1/M_A+1/M_B\). Model masses of 10 and 20 u give \(\mu=6.67\) u and a wavenumber of about 3575 cm⁻¹.

## Comparison of the two

| Quantity | Estimate | Solution |
|---|---:|---:|
| pull \(g\), hartree/bohr | 1.68 | 1.42 |
| decay length \(\ell\), bohr | 0.66 | 0.94 |
| electronic curvature, hartree/bohr² | −2.55 | −1.51 |
| pair curvature, hartree/bohr² | 5.60 | 4.74 |
| \(k\), hartree/bohr² | 3.05 | 3.22 |

The estimate of \(k\) is 5% below the solution, but this closeness comes from cancellation. The estimated pull is 18% too large, which raises the pair curvature by the same fraction, or 0.87 hartree/bohr². The estimated electronic curvature is too negative by 1.04 hartree/bohr². The two errors nearly compensate.

For the solution, \(\ell\) is defined locally as \(-g/(d^2E/dd^2)=1.4208/1.5114=0.94\) bohr. With this definition \(k=g(1/\rho-1/\ell)\) is an identity and not a test of the estimate. It states that, for \(g>0\) and \(\ell>0\), the bond is stable when the repulsion varies over a shorter length than the electronic pull. Both values of \(\ell\) exceed \(\rho=0.3\) bohr, so both routes find a stable bond. If \(\rho\) approached \(\ell\), \(k\) would become a small difference of large terms, and an error in \(\ell\) like the present one could change its sign.

The estimate also takes the clouds from the harmonic approximation. The ground states of the Gaussian wells are wider, with variances 0.374 and 0.422 bohr². Frozen clouds of that shape give \(g=1.76\) hartree/bohr, \(\ell=0.72\) bohr and \(k=3.42\) hartree/bohr², which is 6% above the solution instead of 5% below it. Frozen clouds of either shape leave out the projector terms, the electron repulsion, the orthogonality of the orbitals and their response. The calculation does not separate these omitted effects, so it does not identify which of them lengthens \(\ell\) further, to 0.94 bohr.

## Numbers as computed

```
grid spacing 0.2 bohr, points 121, half-width 12.0 bohr
bond length 2.5 bohr, pair decay length rho 0.3 bohr
well depths A, B: 3.0, 2.5 hartree
augmentation q A, B: 0.4, 0.3 electron
bare strengths D0 A, B: 0.3, 0.2 hartree
widths well, beta, Q: 1.0, 0.6, 0.5 bohr
repulsion K: 0.3 hartree, width 1.0 bohr
screened D A, B: -0.617747, -0.381505 hartree
occupied levels: -1.871210, -1.459693 hartree
gap to first empty level: 0.694099 hartree
electron number: 4.00000000
augmentation charge A, B: 0.52769, 0.38779
electronic energy: -7.76080237 hartree
electronic dE/dR_A, analytic: -1.42080007 hartree/bohr
electronic dE/dR_A, from energies: -1.42080007 hartree/bohr
electronic dE/dR_B, analytic: 1.42080007 hartree/bohr
Electronic force constants, hartree/bohr^2:      AA          AB
  explicit                                   0.6299563   0.6692542
  empty-state response                      -2.5819704   1.1540358
  induced potential                          0.1316667  -0.0437902
  occupied block                             0.3089627  -0.2681151
  sum, linear response                      -1.5113847   1.5113847
  four-point force difference               -1.5113846   1.5113846
  without occupied block                    -1.8203474   1.7794998
  without induced potential                 -1.6430513   1.5551748
C_BB, linear response: -1.5113847 hartree/bohr^2
two-point C_AA, step 0.02 bohr: -1.5111977 hartree/bohr^2
two-point C_AA, step 0.01 bohr: -1.5113379 hartree/bohr^2
ratio of two-point errors: 4.000
largest |C_response - C_difference|: 3.6e-09 hartree/bohr^2
sum rule C_AA + C_AB: -1.1e-12 hartree/bohr^2
sum rule without occupied block: -0.0408476 hartree/bohr^2
sum rule without induced part: -0.0878765 hartree/bohr^2
largest density-response error: 4.1e-08 bohr^-2
pair amplitude P: 1773.2702 hartree
pair force constant: 4.7360002 hartree/bohr^2
bond force constant k: 3.2246156 hartree/bohr^2
k from total energies: 3.224616 hartree/bohr^2
k converted: 5020.38 N/m
masses: 10.0, 20.0 u; reduced 6.6667 u
stretching wavenumber: 3575.11 cm^-1
```
